# Green's functions for symmetric and asymmetric Trotter splitting in determinant Monte Carlo

**Setting.** Consider the Hubbard Hamiltonian $\hat H=\hat K+\hat V$ on a finite lattice, with

$$\hat K=\sum_{\sigma ij}c^\dagger_{i\sigma}K_{ij}c_{j\sigma},\qquad \hat V=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right).$$

The matrix $K$ is real and symmetric and contains hopping and chemical potential. Inverse temperature $\beta$ is divided into $L$ slices of length $\Delta\tau=\beta/L$, with $\hbar=k_B=1$. For $U>0$ the interaction on one site is decoupled by an Ising field $s=\pm1$:

$$e^{-\Delta\tau U(n_\uparrow-1/2)(n_\downarrow-1/2)}=\tfrac12e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad \cosh\lambda=e^{\Delta\tau U/2}.$$

For $n_\uparrow=n_\downarrow$ both sides are $e^{-\Delta\tau U/4}$; for $n_\uparrow\ne n_\downarrow$ both are $e^{\Delta\tau U/4}$. On slice $l$, one spin species therefore sees a diagonal matrix $V_l$ with entries $v_{l,i}=\pm\lambda s_{l,i}$, the upper sign being for spin up.

At fixed fields, two orderings of a slice are compared:

$$B_l=e^{-\Delta\tau K}e^{V_l},\qquad S_l=e^{-\Delta\tau K/2}e^{V_l}e^{-\Delta\tau K/2}.$$

Their products are $M_A=B_L\cdots B_1$ and $M_S=S_L\cdots S_1$. The subscripts $A$ and $S$ mean asymmetric and symmetric.

## (a) From traces to matrices

*Let $W=e^{X_m}\cdots e^{X_1}$, with $X_a=\sum_{ij}c_i^\dagger(A_a)_{ij}c_j$ for one spin species, and let $M=e^{A_m}\cdots e^{A_1}$. Express $\operatorname{Tr}W$ and $G_{ij}=\operatorname{Tr}(Wc_ic_j^\dagger)/\operatorname{Tr}W$ through $M$.*

**Answer.** Since $[c_i^\dagger c_k,c_j^\dagger]=\delta_{kj}c_i^\dagger$, a single bilinear $X$ obeys $[X,c_j^\dagger]=\sum_ic_i^\dagger A_{ij}$. Define $f_j(x)=e^{xX}c_j^\dagger e^{-xX}$. Then

$$\frac{df_j}{dx}=e^{xX}[X,c_j^\dagger]e^{-xX}=\sum_i f_i(x)A_{ij},\qquad f_j(0)=c_j^\dagger,$$

whose solution at $x=1$ is $e^Xc_j^\dagger e^{-X}=\sum_ic_i^\dagger(e^A)_{ij}$. Applying first $e^{X_1}$, then $e^{X_2}$, and so on places each new matrix on the left. Hence

$$Wc_j^\dagger=\sum_i c_i^\dagger M_{ij}W.\tag{1}$$

For the trace, take an occupied set $J=\{j_1,\ldots,j_n\}$. Each $X_a$ annihilates the vacuum, so $W|0\rangle=|0\rangle$, and (1) gives

$$Wc_{j_1}^\dagger\cdots c_{j_n}^\dagger|0\rangle=\prod_{a=1}^n\left(\sum_i c_i^\dagger M_{ij_a}\right)|0\rangle.$$

The component along the original state is a signed sum over permutations of the occupied sites, namely $\det M_{JJ}$, where $M_{JJ}$ keeps the rows and columns in $J$. Thus $\operatorname{Tr}W=\sum_J\det M_{JJ}$.

The same sum arises from $\det(1+M)$: each column is a unit vector plus a column of $M$. Expanding in columns and letting $J$ label those taken from $M$ leaves $\det M_{JJ}$. Therefore

$$\operatorname{Tr}W=\det(1+M).$$

For $G$, use the anticommutator, then (1), then cyclicity of the trace:

$$\begin{aligned}
G_{ij}&=\delta_{ij}-\frac{\operatorname{Tr}(Wc_j^\dagger c_i)}{\operatorname{Tr}W}
=\delta_{ij}-\sum_k M_{kj}\frac{\operatorname{Tr}(c_k^\dagger Wc_i)}{\operatorname{Tr}W}\\
&=\delta_{ij}-\sum_kG_{ik}M_{kj}.
\end{aligned}$$

In matrix form $G(1+M)=1$, so

$$G=(1+M)^{-1}.\tag{2}$$

This requires $\det(1+M)\ne0$. A configuration with zero trace has no normalized Green's function.

## (b) Relating the two splittings

*Find the relation between $G_A=(1+M_A)^{-1}$ and $G_S=(1+M_S)^{-1}$, and between their determinants. What changes if the asymmetric slice is $B'_l=e^{V_l}e^{-\Delta\tau K}$?*

**Answer.** Put $R=e^{\Delta\tau K/2}$. Powers of the same matrix commute, so $Re^{-\Delta\tau K}=e^{-\Delta\tau K/2}$ and

$$RB_lR^{-1}=e^{-\Delta\tau K/2}e^{V_l}e^{-\Delta\tau K/2}=S_l.$$

In the product of slices each inner pair $R^{-1}R$ is the unit matrix:

$$M_S=(RB_LR^{-1})(RB_{L-1}R^{-1})\cdots(RB_1R^{-1})=RM_AR^{-1}.$$

Consequently $1+M_S=R(1+M_A)R^{-1}$. Inverting this product reverses its factors and gives

$$\boxed{G_S=e^{\Delta\tau K/2}\,G_A\,e^{-\Delta\tau K/2}},\qquad \det(1+M_S)=\det(1+M_A).\tag{3}$$

No expansion in $\Delta\tau$ was made. The argument also applies to the cyclically shifted products $B_l\cdots B_1B_L\cdots B_{l+1}$, which give the equal-time Green's functions at the other slice boundaries.

For the other ordering, $R^{-1}B'_lR=e^{-\Delta\tau K/2}e^{V_l}e^{-\Delta\tau K/2}=S_l$. With $G'=(1+B'_L\cdots B'_1)^{-1}$, the transform then runs in the opposite direction: $G_S=R^{-1}G'R$.

Physically, the factors form a closed string under the trace. The asymmetric product inserts the measured operators between a field factor and a full kinetic factor. The symmetric product inserts them halfway through that kinetic factor. The string, and hence the weight, is the same.

The cancellation needs the same $K$ on every slice. If $K$ varies with $l$, neighbouring symmetric slices produce $e^{-\Delta\tau K_{l+1}/2}e^{-\Delta\tau K_l/2}$, which in general is not a kinetic factor of the asymmetric string. If a code replaces $e^{-\Delta\tau K}$ by an approximate factor $F$, the same argument holds for any split $F=Q_RQ_L$ into invertible matrices, with the slice $Q_Le^{V_l}Q_R$ and $R$ replaced by $Q_R^{-1}$, because $Q_R^{-1}(Q_RQ_Le^{V_l})Q_R=Q_Le^{V_l}Q_R$. A square root, $Q_L=Q_R=Q$ with $Q^2=F$, is one such choice. The new $R$ need not commute with $K$, so the invariance of the kinetic energy shown in (c) can then be lost.

## (c) What changes for one field configuration?

*Determine whether particle number, kinetic energy and site density depend on the splitting at fixed fields. Find the leading change of the density for small $\Delta\tau$.*

**Answer.** For one spin species, $\langle c_i^\dagger c_j\rangle=\delta_{ij}-G_{ji}$. Particle number and kinetic energy, the latter including the chemical-potential term, are therefore

$$N=\operatorname{tr}(1-G),\qquad E_K=\operatorname{tr}[K(1-G)].$$

Cyclicity gives $\operatorname{tr}G_S=\operatorname{tr}G_A$. Since $R$ commutes with $K$, also

$$\operatorname{tr}(KG_S)=\operatorname{tr}(R^{-1}KRG_A)=\operatorname{tr}(KG_A).$$

Both quantities are unchanged. For the individual elements, insert $R^{\pm1}=1\pm\Delta\tau K/2+O(\Delta\tau^2)$ in (3):

$$G_S-G_A=\frac{\Delta\tau}{2}[K,G_A]+O(\Delta\tau^2).\tag{4}$$

With $K$ symmetric, the density change is

$$\langle n_i\rangle_S-\langle n_i\rangle_A=-\frac{\Delta\tau}{2}\sum_kK_{ik}\left[(G_A)_{ki}-(G_A)_{ik}\right]+O(\Delta\tau^2).$$

The expansion is in the explicit $\Delta\tau$ of $R$, at given $G_A$. A fixed set of fields need not give a symmetric $G_A$, so when $\Delta\tau$ is reduced at fixed $\beta$, with $L$ growing, the density can change at first order. If instead $L$ is held fixed, then $\lambda\approx\sqrt{U\Delta\tau}$ and $\beta$ both vanish and $G_A$ tends to half the unit matrix. The term kept above is then in general of order $\Delta\tau^{5/2}$, the same order as terms that were dropped. A uniform chemical potential contributes a multiple of the unit matrix to $K$; its factors in $R$ and $R^{-1}$ cancel.

Without interaction, $V_l=0$. Then $G_A$ is a function of $K$, commutes with $R$, and equals $G_S$.

## (d) A four-site ring

*Take nearest-neighbour hopping $-t$ with $t=1$ as the energy unit, $U=4$, $\mu=-0.6$ and $K_{ii}=-\mu$. Let $\beta=1$ and $L=4$. The fields on sites 1 to 4 are*

- *slice 1: $+,+,-,+$;*
- *slice 2: $-,+,+,-$;*
- *slice 3: $+,-,+,+$;*
- *slice 4: $-,-,+,-$.*

*Compute $R$, compare the spin-up Green's functions, and show explicitly how one element transforms.*

**Answer.** Here $\Delta\tau=0.25$, and $\cosh\lambda=e^{0.5}$ gives $\lambda=1.0850$. Plane waves diagonalize the ring, with $K$ eigenvalues $-2\cos k-\mu$ for $k=0,\pm\pi/2,\pi$. With $x=\Delta\tau\,t/2=0.125$, the elements of $R$ are

$$R_{1j}=\frac{e^{-\Delta\tau\mu/2}}4\sum_ke^{-2x\cos k}e^{ik(j-1)}.$$

The four terms give

$$\begin{aligned}
R_{11}&=e^{0.075}\,\frac{1+\cosh2x}{2}=1.0948,\\
R_{12}=R_{14}&=-e^{0.075}\,\frac{\sinh2x}{2}=-0.1361,\\
R_{13}&=e^{0.075}\,\frac{\cosh2x-1}{2}=0.0169.
\end{aligned}$$

The other rows follow by translation. Reversing the signs of $x$ and of the exponent $0.075$ gives the first row of $R^{-1}$: $(0.9423,0.1172,0.0146,0.1172)$.

Multiplying the asymmetric slices and numerically inverting $1+M_A$ gives

$$G_A=\begin{pmatrix}
0.5840&-0.3405&0.0527&-0.0862\\
-0.1287&0.4522&-0.0722&-0.1071\\
0.1765&-0.9217&0.5263&-0.7185\\
-0.1624&-0.1804&-0.0826&0.5352
\end{pmatrix}.$$

The same calculation with the symmetric slices, without using (3), gives

$$G_S=\begin{pmatrix}
0.5748&-0.3131&0.0234&-0.0714\\
-0.1573&0.5780&-0.0758&-0.0367\\
0.0151&-0.9050&0.3448&-0.7143\\
-0.1905&-0.0601&-0.0856&0.6002
\end{pmatrix}.$$

To obtain $(G_S)_{11}$ from $G_A$, first multiply row 1 of $R$ by $G_A$. Six decimals are kept in the arithmetic and four are shown. The first component is

$$0.6394+0.0396+0.0030=0.6820,$$

where the middle term combines sites 2 and 4. The full row is $(0.6820,-0.4254,0.0877,-0.1649)$. Multiplication by column 1 of $R^{-1}$, which equals its first row by symmetry, gives

$$(G_S)_{11}=0.6427-0.0692+0.0013=0.5748,$$

again with sites 2 and 4 combined. This is the directly calculated element. Over the whole matrix, $RG_AR^{-1}$ and $G_S$ differ by at most about $10^{-15}$, the level of rounding error.

Both determinants are $90.05$, and both traces are $2.0978$, so each splitting contains $4-2.0978=1.9022$ spin-up particles. The density on site 3 nevertheless changes from $1-0.5263=0.4737$ to $1-0.3448=0.6552$. Equation (4) reproduces this increase closely, overestimating it by about 2% of the actual change. Since $K_{32}=K_{34}=-1$, it predicts

$$0.125\left[(-0.0722+0.9217)+(-0.0826+0.7185)\right]=0.186,$$

compared with the actual change $0.182$.

The direction matters. The largest element of $|G_A-G_S|$ is $0.182$, whereas that of $|R^{-1}G_AR-G_S|$ is $0.382$. To first order these two differences are $-(\Delta\tau/2)[K,G_A]$ and $-\Delta\tau[K,G_A]$. Transforming the wrong way thus doubles the leading discrepancy.

## (e) Which Green's function enters a field update?

*Flip $s_{1,i}$. Derive the determinant ratio for one spin species from $G_A$. Evaluate it for spin up at site 3 in part (d), and explain what happens if $G_S$ is inserted in the same formula.*

**Answer.** Let $P_i$ project onto site $i$, and define $\gamma_i=e^{-2v_{1,i}}-1$. The flip changes $e^{V_1}$ to $e^{V_1}(1+\gamma_iP_i)$. As $e^{V_1}$ is the rightmost factor of $M_A$, the new product is $M_A(1+\gamma_iP_i)$. The determinant ratio is

$$r=\frac{\det(1+M_A+\gamma_iM_AP_i)}{\det(1+M_A)}
=\det(1+\gamma_iG_AM_AP_i).$$

From $G_A(1+M_A)=1$ we have $G_AM_A=1-G_A$. The remaining matrix differs from the unit matrix in column $i$ alone, so its determinant is its $i$th diagonal element:

$$r=1+\gamma_i\left[1-(G_A)_{ii}\right].\tag{5}$$

At site 3, $s=-1$ and $v=-1.0850$, giving $\gamma_3=e^{2.1701}-1=7.759$. Hence

$$r=1+7.759(1-0.526275)=4.676.$$

Direct evaluation of the two determinants gives the same ratio. Inserting $(G_S)_{33}=0.3448$ instead gives $6.084$, which is 30% above the correct value.

The reason is that the flip is local at the end of the asymmetric string, but in the symmetric string a half kinetic factor stands to the right of the field. Equation (3) gives the correct expression in terms of $G_S$:

$$r=1+\gamma_i\left[1-(R^{-1}G_SR)_{ii}\right].$$

A simulation can therefore update with $G_A$ and form $G_S$ when measurements are made. The full Hubbard weight ratio is the product of the two spin ratios, with opposite signs of $v_{1,i}$.

## (f) Averages over the fields

*For the homogeneous ring, does the field-averaged Green's function depend on the splitting? Does the double occupancy?*

**Answer.** At fixed fields the trace factorizes into the two spin species. The configuration weight is $w=\det(1+M_\uparrow)\det(1+M_\downarrow)$, and (3) makes it identical in both splittings.

Summing over the fields restores the interaction. Apart from a constant that cancels in averages, the asymmetric density operator is

$$\rho_A=\left(e^{-\Delta\tau\hat K}e^{-\Delta\tau\hat V}\right)^L.$$

It is invariant under translations of the ring, so the averaged matrix $\bar G_A$ depends on $i-j$ alone. Plane waves diagonalize both $\bar G_A$ and $K$; the two matrices commute, and

$$\bar G_S=R\bar G_AR^{-1}=\bar G_A.$$

Summing all $2^{16}=65536$ field configurations gives the first row $(0.5405,-0.1539,-0.0111,-0.1539)$ in both cases. This equality relies on translation invariance and need not hold on an inhomogeneous lattice.

The double occupancy is different:

$$D=\frac{\sum_sw\,(1-G_{\uparrow,11})(1-G_{\downarrow,11})}{\sum_sw}.$$

The product is formed before the average, so equality of the averaged Green's functions does not fix $D$. Each spin's matrix must be transformed before the product is taken. The complete field sum gives

$$D_A=0.06815,\qquad D_S=0.07940.$$

Numerically exponentiating $-\beta\hat H$ in the full 256-dimensional Fock space gives the thermal value without Trotter error, $D=0.07377$. The symmetric result is too large by $0.00563$ and the asymmetric one too small by $0.00562$, each about 7.6% of the thermal value. At this time step, the transform changes the sign of the error and leaves its size almost unchanged.

## (g) The order of the Trotter error

*At fixed $\beta$, show that neither splitting has a linear error in $\Delta\tau$ for the thermal average of a real symmetric observable $O$. Compare this with the double occupancy of the ring.*

**Answer.** For small $\Delta\tau$, write $\rho_A=e^{-\beta H_A}$ with

$$H_A(\Delta\tau)=-\frac1{\Delta\tau}\ln\left(e^{-\Delta\tau\hat K}e^{-\Delta\tau\hat V}\right).$$

On a finite lattice this has a power series in $\Delta\tau$ that begins with $\hat H$. Reversing the sign of $\Delta\tau$, and using $\ln Y=-\ln Y^{-1}$ near the unit operator, gives

$$\begin{aligned}
H_A(-\Delta\tau)&=\frac1{\Delta\tau}\ln\left(e^{\Delta\tau\hat K}e^{\Delta\tau\hat V}\right)\\
&=-\frac1{\Delta\tau}\ln\left(e^{-\Delta\tau\hat V}e^{-\Delta\tau\hat K}\right)=H_A(\Delta\tau)^T.
\end{aligned}$$

The last step holds because $\hat K$ and $\hat V$ are real symmetric in the occupation basis. Thus $\rho_A$ becomes $\rho_A^T$. Since $O^T=O$,

$$\operatorname{Tr}(O\rho_A^T)=\operatorname{Tr}(\rho_AO^T)=\operatorname{Tr}(O\rho_A).$$

The normalized average is even in $\Delta\tau$, so it has no linear term.

For the symmetric splitting, reversing $\Delta\tau$ turns $e^{-\Delta\tau\hat K/2}e^{-\Delta\tau\hat V}e^{-\Delta\tau\hat K/2}$ into its inverse. The corresponding effective Hamiltonian is therefore even itself, and this conclusion does not need $O$ to be symmetric. For a real antisymmetric $O$, by contrast, the asymmetric average is odd in $\Delta\tau$ and a linear error is possible.

The following errors, each the discretized $D$ minus the thermal value, come from multiplying the many-body slice operators numerically in Fock space at $\beta=1$:

| $L$ | asymmetric, $10^{-4}$ | symmetric, $10^{-4}$ |
|---:|---:|---:|
| 4 | $-56.2$ | $56.3$ |
| 8 | $-14.7$ | $14.2$ |
| 16 | $-3.70$ | $3.56$ |
| 32 | $-0.928$ | $0.889$ |

Halving $\Delta\tau$ from $L=16$ to $L=32$ reduces the errors by factors of $3.99$ and $4.00$, as expected for leading errors proportional to $\Delta\tau^2$. The nearly opposite coefficients are a result for this ring and these parameters; the parity argument does not predict them. Equation (3) relates the two discretizations without approximation, but it does not remove the Trotter error of either.
